The linear Stark effect of hydrogen from the Runge–Lenz vector

Put a hydrogen atom in a weak uniform electric field and apply perturbation theory to the spherical states |nlm⟩. The first-order shift of each state vanishes by parity. The second-order sum contains pairs such as 3s and 3p, which the field couples although their energies are equal, so it has zero denominators. One must diagonalize the perturbation inside the shell, an n² × n² matrix. Its eigenvalues come out evenly spaced, which the matrix itself does not explain. The reason is that, inside one shell, the position operator is proportional to a conserved vector whose components have a simple algebra.

The model is one spinless, non-relativistic electron bound to a fixed unit charge. In atomic units

H = p²/2 − 1/r,  [x_i, p_j] = iδ_ij.

The position vector is x, with third component z and length r; u = x/r is the unit vector, L = x×p, and repeated indices are summed. The Runge–Lenz vector is

A = ½(p×L − L×p) − u.

To order its factors, use the product rule for two ε symbols:

(−L×p)_i = x_i p² − (x·p)p_i,
(p×L)_i = p_j x_i p_j − p_j x_j p_i = x_i p² − (x·p)p_i + 2ip_i.

In the second line p_j x_i p_j = x_i p² − ip_i and p_j x_j p_i = (x·p)p_i − 3ip_i. The average of the two lines will be called M:

M = p×L − ip = −L×p + ip,
A_i = M_i − u_i = x_i p² − (x·p)p_i + ip_i − x_i/r.  (1)

Classically A points from the nucleus to the perihelion and its length is the eccentricity e. With semi-major axis a and eccentric anomaly w, the coordinate along A is a(cos w − e), and dt is proportional to (1 − e cos w)dw. The time average is therefore a(−e − e/2) = −3ae/2: the electron lingers on the far side. The mean position is thus −(3a/2)A. A Kepler orbit of energy E has a = −1/(2E), which is n² for E = −1/(2n²), and the quantum relation has the same factor and sign.

It follows from the commutator of H with

G_i = 2r²p_i − x_i(x·p).

The time derivatives needed are

i[H, x_i] = p_i,  i[H, p_i] = −x_i/r³,
i[H, r²] = x·p + p·x = 2x·p − 3i,
i[H, x·p] = p² − 1/r.

Apply the product rule, keeping the order of factors, and use p_i(x·p) = (x·p)p_i − ip_i:

i[H, G_i] = 2(2x·p − 3i)p_i − 2x_i/r − p_i(x·p) − x_i(p² − 1/r)
= 3(x·p)p_i − 5ip_i − x_i p² − x_i/r.

On the other hand, [H, x_i] = −ip_i gives

2(Hx_i + x_iH) = 4x_iH + 2[H, x_i] = 2x_i p² − 4x_i/r − 2ip_i.

Subtracting 3A_i, with A_i taken from (1), from this line leaves −x_i p² + 3(x·p)p_i − 5ip_i − x_i/r, the same expression. Hence

2(Hx_i + x_iH) − 3A_i = i[H, G_i].  (2)

Take (2) between two bound states a and b of the same energy E_n = −1/(2n²). The right side gives i(E_n − E_n)⟨a|G_i|b⟩ = 0. Letting H act to the left is allowed: G_i b decays exponentially and has a bounded gradient at the nucleus, so no surface term survives. The left side gives 4E_n⟨a|x_i|b⟩ = 3⟨a|A_i|b⟩. Since 4E_n = −2/n², with P_n the projector on the shell and K = nA,

P_n x P_n = −(3n²/2) P_n A P_n = −(3n/2) P_n K P_n.  (3)

The projectors matter. Position also connects different shells, where the right side of (2) does not vanish. A radial quadrature with the hydrogen functions gives ⟨2p0|z|3s⟩ = 0.287 Å, whereas A, being conserved, has no such element.

To show that A is conserved, write u_ij = ∂_i u_j = (δ_ij − u_i u_j)/r, which is symmetric. Then i[H, u_i] = ½(p_j u_ij + u_ij p_j). The other part of A changes through i[H, p] = −x/r³, with L constant:

i[H, M]_i = −½[(x/r³)×L]_i + ½[L×(x/r³)]_i.

Since x×(x×p) = x(x·p) − r²p, the first term is ½u_ij p_j. The second is its Hermitian conjugate, ½p_j u_ij. The sum equals i[H, u_i], so [H, A] = 0.

The commutators of A with itself come next. By (1), M_i = x_k h_ki + ip_i with h_ki = δ_ki p² − p_k p_i. For a function of momentum, [h, x_l] = −i∂h/∂p_l. Because p_l h_lj = 0,

(∂h_ki/∂p_l)h_lj = −p_i h_kj − p_k h_ij.

Therefore

[x_k h_ki, x_l h_lj] = ix_k(p_i h_kj + p_k h_ij) − ix_k(p_j h_ki + p_k h_ij)
= i(x_j p_i − x_i p_j)p² = −iε_ijk L_k p².

The terms with ip_i add i(ih_ji − ih_ij) = 0, so [M_i, M_j] = −iε_ijk L_k p². For the cross terms only the part of [M_i, u_j] antisymmetric in i and j is needed. In

[M_i, u_j] = x_i[p², u_j] − x_k[p_k p_i, u_j] + i[p_i, u_j]

the last term is u_ij, which is symmetric. The middle one is i(x·p)u_ij + ix_k u_kj p_i, where the first part is symmetric and the second vanishes because x_k u_kj = 0. In the first term, [p², u_j] = −2iu_jk p_k + 2u_j/r². Dropping symmetric pieces leaves −2ix_i p_j/r, so that

[M_i, u_j] − [M_j, u_i] = −(2i/r)(x_i p_j − x_j p_i) = −(2i/r)ε_ijk L_k.

This enters [A_i, A_j] with a minus sign. Since L commutes with p² and r,

[A_i, A_j] = −iε_ijk(p² − 2/r)L_k = −2iH ε_ijk L_k.  (4)

Two scalar relations are also needed. First, u·L = p·L = 0 and (p×L)·L = p·(L×L) = ip·L = 0, so A·L = 0; taking the Hermitian conjugate, L·A = 0. Second, use both forms of M:

M² = (−L×p + ip)·(p×L − ip) = p²L² + p².

Here (−L×p)·(p×L) = L_k p² L_k − L_k p_k p_j L_j = p²L², and the mixed terms contain p×p = 0. Next,

u·M = (u×p)·L − iu·p = L²/r − iu·p,
M·u = −L·(p×u) + ip·u = L²/r + ip·u,

because u has no curl, so that p×u = −u×p = −L/r. Their sum is 2L²/r + i(p·u − u·p) = 2(L² + 1)/r, since the divergence of u is 2/r. With u² = 1,

A² = M² − (u·M + M·u) + 1 = 1 + 2H(L² + 1).  (5)

On the shell 2H = −1/n². With K = nA, and with [L_i, K_j] = iε_ijk K_k because K is a vector, (4) and (5) become

[K_i, K_j] = iε_ijk L_k,  L² + K² = n² − 1,  L·K = 0.

These are the commutators of SO(4), the rotation group in four dimensions. Define

J₁ = (L + K)/2,  J₂ = (L − K)/2.

In [J₁i, J₁j] the four commutators add to iε_ijk(2L_k + 2K_k)/4 = iε_ijk J₁k. The same holds for J₂. In [J₁i, J₂j] they add to iε_ijk(L_k − K_k + K_k − L_k)/4 = 0. These are two independent angular momenta, with

J₁² = J₂² = (L² + K²)/4 = (n² − 1)/4 = j(j + 1),  j = (n − 1)/2.

The shell has Σ(2l + 1) = n² states, summed over l from 0 to n − 1. One pair of spins j has (2j + 1)² = n² states. So each state |m₁, m₂⟩, with both labels running from −j to j in unit steps, occurs once.

Now let a field of strength F point along +z. The electron has charge −1, so its potential energy is V = +Fz. By (3), inside the shell,

P_n V P_n = −(3n/2)F K_z = −(3n/2)F(J₁z − J₂z).

This is diagonal in |m₁, m₂⟩, and the first-order shift is −(3n/2)F(m₁ − m₂). The even spacing is that of two spins precessing in opposite senses.

These states are the ones found by separation in parabolic coordinates ξ = r + z and η = r − z. Their gradients satisfy |∇ξ|² = 2ξ/r, |∇η|² = 2η/r and ∇ξ·∇η = 0, and both Laplacians equal 2/r. The squared distance from the axis is ξη. Hence, for angular dependence e^(imφ),

∇² = (2/r)(∂_ξ ξ∂_ξ + ∂_η η∂_η) − m²/(ξη).

Multiply the Schrödinger equation by −r and use r = (ξ + η)/2. It splits into a ξ part and an η part, so ψ = f(ξ)g(η)e^(imφ) with

∂_ξ ξ∂_ξ f = [m²/(4ξ) − Eξ/2 − β₁]f,  (6)

the same equation for g with η and β₂, and β₁ + β₂ = 1. Put s = ξ/n and f = s^(|m|/2) e^(−s/2) w(s). Then

s w″ + (|m| + 1 − s)w′ + [nβ₁ − (|m| + 1)/2]w = 0.

This is Laguerre's equation. Its regular solution gives a normalizable state when the bracket is a non-negative integer n₁, the number of nodes in ξ. So nβ₁ = n₁ + (|m| + 1)/2, likewise nβ₂ = n₂ + (|m| + 1)/2, and the sum gives n = n₁ + n₂ + |m| + 1.

To find A_z on such a state, insert p²ψ = (2E + 2/r)ψ in (1), with p = −i∇:

A_zψ = (2Ez + z/r)ψ + (x·∇ + 1)∂_zψ.  (7)

In parabolic coordinates x·∇ = ξ∂_ξ + η∂_η and ∂_z = (1/r)(ξ∂_ξ − η∂_η). Moving 1/r to the left through x·∇ + 1 cancels the 1, so the last term of (7) is (1/r)[(ξ∂_ξ)² − (η∂_η)²]ψ. By (6), and with ξ² − η² = 4rz, it equals [−2Ez + (β₂η − β₁ξ)/r]ψ. The terms in E cancel. Writing z = (ξ − η)(β₁ + β₂)/2, we get

A_zψ = (1/r)·½(ξ + η)(β₂ − β₁)ψ = (β₂ − β₁)ψ.

Thus K_z = n(β₂ − β₁) = n₂ − n₁. Together with L_z = m₁ + m₂ = m,

m₁ = (m + n₂ − n₁)/2,  m₂ = (m − n₂ + n₁)/2,

and the first-order energy is

E = −1/(2n²) + (3n/2)(n₁ − n₂)F.  (8)

By (3) the mean position is ⟨z⟩ = (3n/2)(n₁ − n₂). A state with more nodes in ξ than in η has its charge displaced toward +z, where V is positive, and its energy rises.

Since L = J₁ + J₂, passing from |m₁, m₂⟩ to eigenstates of L² is the coupling of two spins j:

|m₁, m₂⟩ = Σ_l |nlm⟩⟨j m₁ j m₂|l m⟩.  (9)

This is correct as it stands only if the phases of |nlm⟩ agree with those of the Clebsch–Gordan coefficients. The standard coupling convention makes the elements of J₁z between l and l − 1 positive. Here those elements are half the elements of K_z, so the sign of the latter must be found for the usual functions: Condon–Shortley harmonics Y_lm, and radial functions R_nl positive near r = 0.

K_z is the component of a vector that is odd under parity, so it changes l by one, and its dependence on m is that of cos θ:

⟨l−1, m|K_z|l, m⟩ = c_lm k_l,  c_lm = √[(l² − m²)/(4l² − 1)].

Here c_lm is the positive element of cos θ between the harmonics. For the sign of k_l, let (7) act on R_nl Y_lm near the origin, where the function starts as r^l Y_lm. The first bracket gives terms of order r^l at least, while the last term starts with l∂_z(r^l Y_lm). Since ∂_z = ½[∇², z] and r^l Y_lm is harmonic,

∂_z(r^l Y_lm) = ½∇²[r^(l+1)(c_(l+1,m)Y_(l+1,m) + c_lm Y_(l−1,m))] = (2l + 1)c_lm r^(l−1)Y_(l−1,m).

The first term in the bracket is harmonic. The second contributes the factor (l+1)(l+2) − (l−1)l = 4l + 2. The result is positive, as R_(n,l−1) is near the origin, so k_l > 0 and (9) needs no further signs.

The size of k_l follows from K² = n² − 1 − l(l+1). Averaging c_lm² over m and multiplying by three for the three components shows that a unit vector carries the weight l/(2l+1) from l to l − 1, and the rest, (l+1)/(2l+1), to l + 1. Therefore

l k_l² + (l + 1)k_(l+1)² = (2l + 1)(n² − 1 − l² − l).

At l = 0 this gives k₁² = n² − 1. By induction k_l² = n² − l², because l³ + (l+1)³ = (2l+1)(l² + l + 1). So

⟨l−1, m|K_z|l, m⟩ = √[(l² − m²)(n² − l²)/(4l² − 1)],  (10)

and (3) also yields the radial integral ∫R_(n,l−1) r³ R_nl dr = −(3n/2)√(n² − l²).

The sign of a whole parabolic state remains to be matched. For fixed m ≥ 0, the state with m₁ = j has the largest K_z. In the l basis K_z is tridiagonal with positive off-diagonal elements, so the coefficients of this top eigenvector share one sign. That sign is positive, because it is positive for l = n − 1, reached by lowering |j, j⟩. For l = m, the condition L₊|l = m, m⟩ = 0 makes the coefficients alternate as m₁ falls, so their sign is (−1)^(j−m₁) = (−1)^n₁. The product of Laguerre polynomials, with the factor (x₁ + ix₂)^m and a positive constant, starts at the origin as a positive multiple of (x₁ + ix₂)^m, while Y_mm carries (−1)^m. The product must therefore be multiplied by (−1)^(n₁+m) to equal |m₁, m₂⟩.

Take the n = 3 shell, where j = 1, and a field that exerts a force of magnitude eF = 0.001 eV/Å. The unperturbed energy is −27.2114/18 = −1.5117 eV. For m = 0, equation (10) gives

⟨3s|K_z|3p0⟩ = √(8/3) = 1.63299,
⟨3p0|K_z|3d0⟩ = √(4·5/15) = 1.15470.

By (3) the elements of z are −4.5 times these. With the Bohr radius 0.529177 Å they are −3.8886 Å and −2.7497 Å.

The uppermost state has n₁ = 2, n₂ = 0, m = 0, hence K_z = −2, m₁ = −1 and m₂ = +1. Its amplitudes a_l obey the rows of the eigenvalue equation. Starting from a₀ = 1/√3 = 0.57735, positive since (−1)^n₁ = 1,

a₁ = −2a₀/1.63299 = −0.70711,
a₂ = (−2a₁ − 1.63299a₀)/1.15470 = 0.40825.

The squares are 1/3, 1/2 and 1/6 and add to one. These are the Clebsch–Gordan coefficients for coupling two unit spins. The reversed state n₁ = 0, n₂ = 2 has the same amplitudes except for the sign of a₁. On the axis, the s, p and d waves of the uppermost state all have the same sign on the +z side beyond the outer node of 3s, at 7.1 bohr. Inside its inner node, at 1.9 bohr, they agree on the −z side instead, because 3s and 3p change sign with r. Reversing a₁ exchanges the two sides.

The mean displacement of the uppermost state is (9/2)·2 = 9 bohr = 4.7626 Å. Its linear shift is the force times this length, 0.004763 eV, or 1.750 × 10⁻⁴ hartree. Neighbouring levels are 0.002381 eV apart. The five levels belong to n₁ − n₂ = 2, 1, 0, −1, −2 and hold 1, 2, 3, 2 and 1 states.

What (8) leaves out can be seen by diagonalizing H + Fz in a basis that reaches beyond the shell. The functions used here are r^l e^(−r/3) times Laguerre polynomials in 2r/3, twelve for each l up to 6. The m = 0 shifts are then +0.0047543, −0.0000090 and −0.0047710 eV, against +0.0047626, 0 and −0.0047626 eV from (8). All three lie lower, by 8 to 9 millionths of an eV. When the field is doubled, the departures from (8) for the states with m = 0, 1 and 2 grow by factors between 3.99 and 4.01, as expected of a term quadratic in F. It comes from coupling to other shells, which (3) omits. The linear law thus requires a field weak enough for this coupling to stay small.

A Hermitian matrix of this kind has real eigenvalues and gives no ionization rate; a width appears only with a further step, such as rotating the coordinate into the complex plane. The potential Fz falls without limit toward −z, so strictly the levels are resonances. Spin, relativity and nuclear motion are also absent. The fine-structure correction is −(α²/2n³)[1/(j′ + ½) − 3/(4n)] hartree, with α the fine-structure constant and j′ the total angular momentum including spin. For n = 3 it lowers the levels by 2.0, 0.7 and 0.2 × 10⁻⁵ eV for j′ = 1/2, 3/2 and 5/2. That is under 1% of the level spacing but comparable to the quadratic shifts of 0.7 to 0.9 × 10⁻⁵ eV, whose digits therefore describe the model and not a real spectrum. In fields so weak that the spacing falls to this scale, the spinless shell is no longer the right starting point.

The linear law also rests on the degeneracy in l. Consider two levels separated by Δ and coupled by an element W proportional to F. The lower one moves by

Δ/2 − √(Δ²/4 + W²).

For Δ = 0 this is −|W|, linear in the field; for |W| much smaller than Δ it is approximately −W²/Δ. The same basis shows the change in the full problem. When eF is raised from 0.00025 to 0.0005 eV/Å, the shift of the lowest m = 0 level of the shell grows by a factor 2.00. With a term 0.1/r² (atomic units) added to H, which separates the s, p and d levels, the factor is 3.99. A is then no longer conserved, and the shell has lost the states of definite K_z that carried a permanent dipole.

Numerical values quoted here were computed with a short program.
